# Forbidden Superlattice Reflections from an X-Point Oxygen Distortion in Fluorite, part 2

Hafnia is modelled as cubic fluorite (edge $a$) whose oxygen atoms are displaced. We ask how diffraction reveals the displacement.

**Conventions.** $\mathbf Q=\frac{2\pi}{a}(h,k,l)$, $n=h+k+l$, and $I=|F|^2$ per conventional cell, with geometric and instrumental factors removed. Hf atoms sit at the fcc translations $\mathbf t$, four per cell. Oxygen sites are $a(\frac i2+\frac14,\frac j2+\frac14,\frac m2+\frac14)$, with $i,j,m\in\{0,1\}$ in one cell; $A$ and $B$ are the two oxygens of the primitive cell. "Unmixed" $hkl$ (all even or all odd) are the fcc reciprocal vectors. In the $z$ class, $h,k$ have equal parity and $l$ the other. The "arms" $\mathbf X_x,\mathbf X_y,\mathbf X_z$ are $\frac{2\pi}a$ times $(1,0,0)$, $(0,1,0)$, $(0,0,1)$.

**The chequerboard** moves oxygen along $z$ by $s\delta$, $s=(-1)^{i+j}$. It is an $\mathbf X_z$ wave, has a centre of inversion, and keeps Hf fixed.

**Earlier results**, with $\varphi=2\pi l\delta/a$:

- (c) For an $\mathbf X_z$ wave of amplitude $\eta$, $F(\mathbf Q,-\eta)=(-1)^{k+l}F(\mathbf Q,\eta)$.
- (d) In the $z$ class, $\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}=0$ and $\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}\cos(\mathbf X_z\cdot\mathbf t)=4$. An oxygen wave with $\mathbf u_A=-\mathbf u_B=\mathbf u$ gives $F\simeq-8f_O(\mathbf Q\cdot\mathbf u)\sin\frac{\pi n}2$. The quadratic law for the chequerboard ($h,k$ odd, $l$ even) is $I\simeq64f_O^2\left(\frac{2\pi l\delta}{a}\right)^2$.
- (e) An undisplaced oxygen has phase factor $e^{i\pi n/2}(-1)^{hi+kj+lm}$. At any $\delta$, the chequerboard gives $F=8if_O(-1)^{n/2}\sin\varphi$ for $h,k$ odd and $l$ even, and $F=4f_{\rm Hf}$ for all odd.

**Example.** $a=0.51$ nm, $\delta=0.03$ nm, so $\varphi=0.739$ for $(1,1,2)$. Strengths of Hf and O, held fixed: 60 and 5 electrons (X-rays), 7.8 and 5.8 fm (neutrons).

### (g) How can $\delta$ be read from a measured pattern?

*Use $(1,1,1)$ as a reference. Find the intensity ratio for a single crystal and for a randomly oriented powder, and invert it for $\delta$.*

**Solution.** The $(1,1,1)$ reflection has $F=4f_{\rm Hf}$ whatever the value of $\delta$, which makes it a steady reference. Therefore

$$\frac{I_{112}}{I_{111}}=\frac{64f_O^2\sin^2\varphi}{16f_{\rm Hf}^2}=4\left(\frac{f_O}{f_{\rm Hf}}\right)^2\sin^2\frac{4\pi\delta}{a}.$$

In a powder, all members of a family that share the same $|\mathbf Q|$ add up. The family $\{112\}$ has 24 members: three places for the index 2, times eight sign choices. A grain whose distortion runs along $z$ lights only those with $l=\pm2$, which number 8. The family $\{111\}$ has 8 members, all lit. The summed ratio is $8I_{112}/8I_{111}$, the same as for single reflections. Grains distorted along $x$ or $y$ give the same ratio with the axes renamed. In a film with preferred orientation the members are not sampled equally, and this cancellation of the counts is lost.

For X-rays the example gives

$$4\left(\frac5{60}\right)^2\sin^2(0.739)=0.0126,$$

a peak of about 1.3% of the reference. For neutrons the same formula, with $5.8/7.8$ in place of $5/60$, gives 1.00. The closeness to one is an accident of the chosen numbers. The large difference between the two probes is not: X-ray strength follows the number of electrons, and oxygen has few, whereas the neutron strengths of the two nuclei are similar.

Where does the peak lie? For a scattering angle $2\theta$ and wavelength $\lambda$, elastic scattering gives $|\mathbf Q|=4\pi\sin\theta/\lambda$. With $|\mathbf Q|=2\pi\sqrt6/a=30.2$ nm⁻¹ and $\lambda=0.154$ nm, the angle is $2\theta=43.4°$.

Solving the ratio for the displacement,

$$\delta=\frac a{4\pi}\arcsin\!\left[\frac{f_{\rm Hf}}{2f_O}\sqrt{\frac{I_{112}}{I_{111}}}\right].$$

In the example the square root is 0.1123, the bracket is $6\times0.1123=0.674$, and the arcsine is 0.739, which returns $\delta=0.0300$ nm. If the quadratic law were used, the arcsine would be replaced by its argument, and the result would be 0.0273 nm, 9% below the true value. The arcsine is unambiguous while $\varphi<\pi/2$, that is for $\delta<a/8=0.064$ nm. The sign of $\delta$ cannot be found, since both signs describe the same crystal shifted by an fcc translation.

### (h) Can a new reflection grow with the fourth power?

*Replace the $\mathbf X_z$ wave by two others: an $\mathbf X_x$ chequerboard moving oxygen along $x$ by $s_x\delta_x$, and an $\mathbf X_y$ chequerboard moving it along $y$ by $s_y\delta_y$. Find the intensity of reflections with $h,k$ odd and $l$ even.*

**Solution.** Renaming the axes in $s=(-1)^{i+j}$ gives $s_x=(-1)^{j+m}$ and $s_y=(-1)^{i+m}$. With $\varphi_x=2\pi h\delta_x/a$ and $\varphi_y=2\pi k\delta_y/a$, the displacement factor of an oxygen is

$$e^{is_x\varphi_x}e^{is_y\varphi_y}=(\cos\varphi_x+is_x\sin\varphi_x)(\cos\varphi_y+is_y\sin\varphi_y).$$

Multiplied out, this holds four site patterns: $1$, $s_x$, $s_y$ and $s_xs_y$. As in part (e), a pattern contributes to a reflection when its signs match the alternation $(-1)^{hi+kj+lm}$. For $h,k$ odd and $l$ even that alternation is $(-1)^{i+j}$. The one match is the product,

$$s_xs_y=(-1)^{i+j+2m}=(-1)^{i+j},$$

whose coefficient is $i^2\sin\varphi_x\sin\varphi_y$. The sum over eight sites then gives

$$F=-8f_O(-1)^{n/2}\sin\varphi_x\sin\varphi_y .$$

If both amplitudes grow in proportion to a common $\delta$, then $F\propto\delta^2$ and $I\propto\delta^4$ at leading order. For equal amplitudes the calculated slope of $\ln I$ against $\ln\delta$ at small $\delta$ is 4.000.

In reciprocal space the reason is that

$$\mathbf X_x+\mathbf X_y=\frac{2\pi}a(1,1,0)=\mathbf X_z+\frac{2\pi}a(1,1,-1),$$

and $(1,1,-1)$ is unmixed, hence an fcc reciprocal vector. Two arms together reach the third. The quadratic law therefore applies to a reflection driven by its own arm. If all three chequerboards are present, one peak receives both kinds of contribution: the $\mathbf X_z$ arm enters with $i\,s_z\sin\varphi_z\cos\varphi_x\cos\varphi_y$, and the other two with $i^2s_xs_y\sin\varphi_x\sin\varphi_y\cos\varphi_z$, where $s_z=s$ and $\varphi_z=\varphi$. Since $s_z=s_xs_y$, one amplitude is imaginary where the other is real, so there is no cross term and their intensities add.

### (i) What do motion and domains do to the peak?

*Find the effect of Gaussian thermal motion, and of regions where the sign of $\delta$ is reversed.*

**Solution.** The amplitude of a Bragg peak adds up coherently over many cells, so it measures the average of $F$; departures from the average produce diffuse scattering, which lies between the peaks and also around and beneath them, and is not counted here. Let $x$ be an atom's thermal displacement along $\mathbf Q$, Gaussian with mean square $u^2$. Completing the square in the exponent,

$$-\frac{x^2}{2u^2}+iQx=-\frac{(x-iQu^2)^2}{2u^2}-\frac{Q^2u^2}2 ,$$

and integrating over $x$ gives $\langle e^{iQx}\rangle=e^{-Q^2u^2/2}$. The intensity is multiplied by $e^{-Q^2u^2}$.

With a rough $u=0.010$ nm for oxygen, $(1,1,2)$ is multiplied by $e^{-(30.2\times0.010)^2}=0.913$. With a rough $u=0.007$ nm for Hf, $(1,1,1)$ at $|\mathbf Q|=21.3$ nm⁻¹ is multiplied by 0.978. The ratio falls by 7%.

Reversed regions, called antiphase domains, can matter much more. Part (c) showed that $F$ of the new reflections changes sign with $\delta$. If a fraction $\xi$ of the cells is reversed, the average amplitude is

$$(1-\xi)F+\xi(-F)=(1-2\xi)F,$$

and the intensity of the sharp Bragg peak is multiplied by $(1-2\xi)^2$. For $\xi=0.3$ this is $0.4^2=0.16$. For $\xi=\frac12$ the sharp peak vanishes, although every oxygen is displaced. The intensity it loses is not destroyed. If the domains are arranged at random, it forms a broad peak around the same position, and the smaller the domains, the broader that peak. The old reflections are even in $\delta$ and do not lose intensity in this way.

The result holds when the beam scatters coherently across many domains. If each domain is larger than the coherently scattering region, intensities add instead of amplitudes, and nothing is lost. The same average applies if many small regions hop in time between $+\delta$ and $-\delta$ independently of one another, with $\xi$ the fraction of time each spends reversed. A weak sharp superlattice peak may thus mean a small displacement or a poorly ordered one.

### (j) What do further static displacements do?

*Estimate the effect of a tetragonal strain, of an oxygen shift in the plane, and of a small shift of the metal atoms.*

**Solution.** *Strain.* If the cell edge along $z$ becomes $c$, the phase is $\varphi=2\pi l\delta/c$. For $c/a=1.02$ with $\delta$ held fixed, the intensity of $(1,1,2)$ is multiplied by 0.968.

*In-plane oxygen shift.* Let the same sign pattern $s$ also move oxygen by $sv$ along $x$. The phase becomes $2\pi(hv+l\delta)/a$. With $v=0.01$ nm, the intensity of $(1,1,2)$ is multiplied by 1.27 and that of $(\bar1,1,2)$ by 0.74. The two shifts $\pm\epsilon$ of the phase, with $\epsilon=2\pi v/a$, average to

$$\tfrac12\big[\sin^2(\varphi+\epsilon)+\sin^2(\varphi-\epsilon)\big]=\tfrac12\big[1-\cos2\varphi\cos2\epsilon\big],$$

where $\sin^2\alpha=\frac12(1-\cos2\alpha)$ was used. There is no term linear in $\epsilon$, and the factors 1.27 and 0.74 average to 1.00. The agreement is this close because $\cos2\varphi$ happens to be only 0.09 here, which makes the $\epsilon^2$ term small as well; at smaller $\varphi$ that term matters more. In this example the summed powder line $\{112\}$ hides the shift, while its single reflections reveal it. Other powder lines can reveal it too. The pure chequerboard leaves $\{110\}$ and $\{310\}$ dark, but with the in-plane shift $(1,1,0)$ gains the intensity $64f_O^2\sin^2\epsilon$, here about 24 electrons².

*Metal shift.* In the pure chequerboard the metal atoms are held in place by symmetry. Consider the fourfold rotation about $z$ through an Hf atom, followed by reflection in the plane $z=0$:

$$(x,y,z)\to(y,-x,-z).$$

It takes oxygen site $(i,j,m)$ to $(j,-i-1,-m-1)$, whose sign is $-s$, and it reverses displacements along $z$. The pattern is preserved. A displacement of the Hf atom itself would have to be unchanged by the operation, and only the zero vector is. The same argument holds at each Hf site, because the surroundings of any two sites differ at most by the sign of $\delta$.

In a phase of lower symmetry this protection can be lost. The shift taken below is an illustration of the size of the effect; the monoclinic and polar orthorhombic phases do not allow this particular wave, but move the metal atoms in other X-point patterns. Let the metal atoms move along $z$ by $w\cos(\mathbf X_z\cdot\mathbf t)$, and let $\psi=2\pi lw/a$. The cosine is $\pm1$, so each metal atom contributes $\cos\psi\pm i\sin\psi$ times $e^{i\mathbf Q\cdot\mathbf t}$. In the $z$ class the first part sums to zero and the second to $4i\sin\psi$, by the same sums as in part (d). For $(1,1,2)$, where $(-1)^{n/2}=+1$,

$$F=i\,[\,8f_O\sin\varphi+4f_{\rm Hf}\sin\psi\,].$$

The two terms have the same phase and interfere fully. For X-rays the oxygen term is $40\times0.6737=26.95$ electrons. A metal shift of only $w=0.001$ nm gives $\psi=0.02464$ and adds $240\times0.02464=5.91$ electrons. The intensity is multiplied by $(32.86/26.95)^2=1.49$. For $w=-0.001$ nm the factor is 0.61. For neutrons the factors are 1.05 and 0.95. These factors belong to a single reflection. For $(1,\bar1,2)$, where $(-1)^{n/2}=-1$, the two terms subtract and the factors trade places. Half of the eight lit members of $\{112\}$ have each sign, so in the summed powder line the term linear in $w$ cancels, and the X-ray line is multiplied by only $1+(5.91/26.95)^2=1.05$.

A metal shift of 0.0046 nm with no oxygen displacement at all would give the same X-ray intensity as the 0.03 nm oxygen displacement. The $(1,1,2)$ peak alone therefore does not identify the atoms that moved. A reflection such as $(0,0,1)$ helps: the chequerboard leaves it dark, but the metal shift gives it $F=4if_{\rm Hf}\sin(2\pi w/a)$. An oxygen wave with $\mathbf u_A=-\mathbf u_B$ along $z$ would also light it, by part (d).

### (k) Is the peak resolved in a thin film, and what does it mean there?

*Estimate the peak width for a grain about 10 nm across, and set the model beside a real memory capacitor.*

**Solution.** For $N$ cells in a row, at a distance $q$ from the Bragg position along the row, the geometric sum gives the relative intensity

$$\frac1{N^2}\left|\sum_{j=0}^{N-1}e^{ijqa}\right|^2=\frac{\sin^2(Nqa/2)}{N^2\sin^2(qa/2)} .$$

Near the peak $\sin(qa/2)\approx qa/2$, and with $y=Nqa/2$ the expression becomes $(\sin y/y)^2$. It equals one half at $y\approx1.39$. The full width at half maximum is therefore $2q=4y/(Na)\approx5.57/(Na)$. For $N=20$, a row 10.2 nm long, this is 0.546 nm⁻¹. A grain of that size gives a similar width, with a numerical factor that depends on its shape. The nearest allowed fluorite peak is $\{220\}$, at a distance

$$\frac{2\pi}a(\sqrt8-\sqrt6)=4.67\ \text{nm}^{-1}.$$

Size broadening alone does not merge the two. It does spread an already weak peak over a wider range of angle, which makes it harder to see above the background.

**The real case.** Hafnia-based memory capacitors use polycrystalline films roughly 10 nm thick. The cell edge and oxygen displacement chosen here are rough typical values for the tetragonal phase, and none is meant as a measured result. Real films break the model's assumptions in several ways. They may mix tetragonal, monoclinic and polar orthorhombic grains, and the last two have lower symmetry and displaced metal atoms. This is a serious failure for X-rays. Both phases allow a metal wave on an arm other than that of the chequerboard, moving the atoms along that arm. It lights members of $\{112\}$ that the chequerboard leaves dark, these add to the same powder line (or, with strain, to one close by), and by part (j) with the axes renamed a shift of only 0.0046 nm already equals the whole oxygen signal. Preferred orientation changes the ratio to $(1,1,1)$. Titanium nitride electrodes, with a cubic cell edge near 0.42 nm, have a $(2,0,0)$ plane spacing near 0.21 nm, almost the same as $a/\sqrt6=0.208$ nm for the $(1,1,2)$ peak, so the electrode can hide the signal. The neutron ratio applies to bulk powders; a film this thin offers very little material for a neutron beam.

A superlattice peak in such a film shows that the fluorite centring is broken. To convert its intensity into an oxygen displacement with the formula of part (g), one must know at least that no two arms are superposed in the same region, that the metal atoms are fixed, that the domains do not cancel, and that all grains contributing to the reference $(1,1,1)$ carry the same distortion. Preferred orientation and thermal motion must be corrected for as well. To claim a polar phase, one needs evidence beyond the peak, because the centrosymmetric chequerboard produces it too. The computed values behind the example are listed in the numerical output.

## Values computed for the example and the checks

```
lattice parameter a = 0.51 nm, amplitude delta = 0.030 nm
X-ray strengths Hf, O = 60, 5 electrons (rough)
neutron strengths Hf, O = 7.8, 5.8 fm (rough)
delta/a = 0.0588, phase phi(112) = 0.7392 rad
|Q|(111) = 21.34 1/nm, |Q|(112) = 30.18 1/nm
2theta(112) at wavelength 0.154 nm = 43.4 deg
X-ray |F|^2 in electrons^2, cubic then distorted:
  (1, 1, 1): 57600.0 -> 57600.0
  (2, 0, 0): 40000.0 -> 40000.0
  (1, 1, 0): 0.0 -> 0.0
  (0, 0, 1): 0.0 -> 0.0
  (1, 2, 1): 0.0 -> 0.0
  (1, 1, 2): 0.0 -> 726.2
  (1, 1, 4): 0.0 -> 1586.4
delta nm | |F112|^2 | quadratic law | I112/I111 X-ray | neutron
  0.005 | 24.16 | 24.29 | 0.00042 | 0.0334
  0.010 | 95.19 | 97.14 | 0.00165 | 0.1316
  0.020 | 358.11 | 388.56 | 0.00622 | 0.4950
  0.030 | 726.19 | 874.26 | 0.01261 | 1.0038
true/quadratic intensity at delta = 0.831
log-slope of I112: small delta 2.0000, at delta 1.622
log-slope of I112 driven by two other arms = 4.000
quadratic law 5% too high at delta = 0.0155 nm
delta recovered: full 0.0300 nm, quadratic law 0.0273 nm
members of {112}: 24, lit by one variant: 8; {111}: 8
Neglected effects, as factors on the X-ray ratio or I112:
  rms motion O 0.010 nm, Hf 0.007 nm (rough)
  thermal: I112 x 0.913, I111 x 0.978, ratio x 0.934
  strain c/a = 1.02 at fixed delta: x 0.968
  in-plane O shift 0.010 nm, (1,1,2): x 1.271
  in-plane O shift 0.010 nm, (-1,1,2): x 0.736
  X-point Hf shift +0.001 nm: X-ray x 1.487, neutron x 1.050
  X-point Hf shift -0.001 nm: X-ray x 0.609, neutron x 0.951
  Hf shift alone giving the same X-ray I112 = 0.0046 nm
  coherent antiphase fraction 0.3: x 0.160
  grain 10.2 nm: peak width 0.546 1/nm, nearest allowed peak 4.67 1/nm away
```
